# Remote Gate-Roughness Scattering in an Inversion Layer at Constant Gate Potential, part 1

(Sections cited here and not found follow in the second part.)

## I. Result and derivation from the displaced equipotential

### The result

An electron layer in silicon is separated from a metal gate by an oxide of mean thickness $t$. The gate surface is rough, so the local thickness is $t-h(\mathbf r)$. The gate is an equipotential, and the roughness therefore produces a potential in the channel even if the channel interface is perfectly flat. To first order in $h$, an electron scattered by an in-plane wavevector $\mathbf q$ sees the potential energy $-M(q)h_{\mathbf q}$, with

$$
M(q)=\frac{F\,P(q)}{\left[\cosh qt+\dfrac{\varepsilon_s}{\varepsilon_{ox}}\sinh qt\right]\left[1+\Pi(q)V(q)\right]} .\tag{1}
$$

Here $F$ is the mean oxide field, $P$ averages the decaying potential over the depth of the electrons, $\Pi$ is their static density response, and $V$ is their mutual interaction above the gate. The permittivities of silicon and oxide are $\varepsilon_s$ and $\varepsilon_{ox}$. If $S(q)$ is the power spectrum of $h$, the momentum relaxation rate at wavevector $k$ is

$$
\frac1{\tau(k)}=\frac m\pi\int_0^\pi d\theta\,M^2(q)S(q)(1-\cos\theta),\qquad q=2k\sin\frac\theta2 .\tag{2}
$$

The regime is one occupied subband with a frozen depth profile, an isotropic in-plane mass $m$, static linear screening without exchange and correlation, and weak scattering.

### Conventions and the mean state

Atomic units are used, $\hbar=m_e=e=1$, with the Coulomb law $1/r$. Poisson's equation is $\nabla\cdot(\varepsilon\nabla\phi)=-4\pi\rho$. An electron has charge $-1$ and potential energy $-\phi$. Silicon fills $z>0$, the oxide fills $-t+h<z<0$, and the gate lies below. Positive $h$ thins the oxide. Fourier components are $h_{\mathbf q}=\int d^2r\,h\,e^{-i\mathbf q\cdot\mathbf r}$, and the mean of $h$ is zero.

The silicon holds $n$ electrons and $N_d$ fixed negative depletion charges per unit area; write $N=n+N_d$. The field vanishes deep in the silicon. Gauss's law across the silicon then gives $0-\varepsilon_{ox}F=-4\pi N$, so

$$
F=\frac{4\pi N}{\varepsilon_{ox}} .\tag{3}
$$

The field points from gate to channel, and the mean potential in the oxide is $\phi_0=V_g-F(z+t)$.

### The boundary condition

The total potential $\phi_0+\phi_1$ must equal $V_g$ on the real surface:

$$
V_g-Fh+\phi_1(\mathbf r,-t+h)=V_g .
$$

Since $\phi_1$ is itself of order $h$, replacing its argument by $-t$ costs a term of order $h^2$. Hence

$$
\phi_1(\mathbf r,-t)=F\,h(\mathbf r).\tag{4}
$$

Where the oxide is thin, the channel is drawn toward the positive gate potential, and electrons are attracted. Where $h>0$, the mean surface lies inside the gate, and the step continues the oxide potential smoothly across the small gap between the true and the mean surface. It requires $h$ to be small compared with both $t$ and $1/q$.

### The unscreened potential in the channel

Hold the electrons fixed for the moment. Then $\phi_1$ obeys Laplace's equation in each region. With $c=\cosh qt$, $s=\sinh qt$ and $A=Fh_{\mathbf q}$, its component at $\mathbf q$ is

$$
\phi_1=A\cosh q(z+t)+B\sinh q(z+t)\quad(z<0),\qquad
\phi_1=Ce^{-qz}\quad(z>0).
$$

The first form satisfies (4), and the second decays into the silicon. Continuity of the potential and of $\varepsilon\,\partial_z\phi_1$ at $z=0$ requires

$$
C=Ac+Bs,\qquad \varepsilon_{ox}(As+Bc)=-\varepsilon_sC .
$$

The second equation gives $B=-[As+(\varepsilon_s/\varepsilon_{ox})C]/c$. Insert this in the first and multiply by $c$:

$$
C\left(c+\frac{\varepsilon_s}{\varepsilon_{ox}}s\right)=A(c^2-s^2)=A .
$$

The transfer factor from gate to channel interface is therefore

$$
T(q)=\frac{C}{Fh_{\mathbf q}}=\frac{1}{c+(\varepsilon_s/\varepsilon_{ox})s}
=\frac{\varepsilon_{ox}}{L},\qquad L=\varepsilon_{ox}c+\varepsilon_ss .\tag{5}
$$

It tends to one for long waves and falls as $e^{-qt}$ for short ones. Equations (4) and (5) were tested by imposing constant potential on a truly curved gate, with a wave of amplitude 0.01 nm and the parameters of the example in part II. At $q$ equal to one half, one and two times the Fermi wavevector, the channel potential agreed with $FT$ to within 0.1% of its value.

### The depth of the electrons

Take the normalized trial density

$$
\zeta^2(z)=\frac{b^3}{2}z^2e^{-bz},\qquad
P(q)=\int_0^\infty\zeta^2e^{-qz}dz=\frac{b^3}{(b+q)^3}.\tag{6}
$$

The width parameter $b$ follows from the energy per electron, which has three parts that depend on $b$.

The kinetic part uses $\zeta'=\sqrt{b^3/2}\,(1-bz/2)e^{-bz/2}$:

$$
\frac1{2m_z}\int\zeta'^2dz=\frac{b^3}{4m_z}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{b^2}{8m_z},
$$

where $m_z$ is the mass normal to the interface. The depletion charge extends much deeper than the electrons, so its field near the interface is nearly uniform. Its energy is $(4\pi N_d/\varepsilon_s)\langle z\rangle=12\pi N_d/(\varepsilon_sb)$.

For the mutual repulsion, the field at depth $z$ comes from the electrons lying deeper. Their fraction is $R=e^{-y}(1+y+y^2/2)$ with $y=bz$. Integrating this field up to the depth of an electron, and averaging over that depth, gives the mean energy $(4\pi n/\varepsilon_s)\int R^2dz$, where

$$
\int_0^\infty R^2dz=\frac1b\int_0^\infty e^{-2y}\left(1+2y+2y^2+y^3+\frac{y^4}{4}\right)dy=\frac{33}{16b}.\tag{7}
$$

The five terms give $\frac12,\frac12,\frac12,\frac38,\frac3{16}$. Each pair must be counted once, so the energy per electron contains half of this, $33\pi n/(8\varepsilon_sb)$. The derivative of the sum of the three parts vanishes when

$$
\frac{b}{4m_z}=\frac{12\pi N_d+33\pi n/8}{\varepsilon_sb^2}
\quad\Rightarrow\quad
b^3=\frac{48\pi m_z}{\varepsilon_s}\left(N_d+\frac{11}{32}n\right).\tag{8}
$$

### The interaction above the gate

The roughness field moves electrons, and their displaced charge acts back. Consider a unit positive charge wave $e^{i\mathbf q\cdot\mathbf r}$ in the plane $z=z'>0$, with a flat gate held at zero potential change. In silicon its potential is

$$
\frac{2\pi}{q\varepsilon_s}\left[e^{-q|z-z'|}+r\,e^{-q(z+z')}\right].\tag{9}
$$

The prefactor gives the required jump $-4\pi$ in $\varepsilon_s\partial_z\phi$ at $z'$. In the oxide the potential vanishes at $-t$, so it is proportional to $\sinh q(z+t)$, and its slope at $z=0$ is $q\coth qt$ times its value. Matching there gives

$$
\varepsilon_s(1-r)=\varepsilon_{ox}\coth qt\,(1+r)
\quad\Rightarrow\quad
r=\frac{\varepsilon_ss-\varepsilon_{ox}c}{\varepsilon_ss+\varepsilon_{ox}c}.\tag{10}
$$

Average (9) over $\zeta^2(z)\zeta^2(z')$. The reflected part gives $rP^2$. For the direct part let $x=q/b$ and $a=1+x$, and take twice the region where the first electron is deeper. With depths in units of $1/b$, the inner integral is

$$
\frac12\int_y^\infty u^2e^{-au}du=\frac{e^{-ay}}2\left(\frac{y^2}{a}+\frac{2y}{a^2}+\frac2{a^3}\right).
$$

The remaining factor is $\frac12y^2e^{-(1-x)y}$, and the exponents add to $-2y$. Thus

$$
H=\frac12\left(\frac3{4a}+\frac3{4a^2}+\frac1{2a^3}\right)=\frac{8+9x+3x^2}{8(1+x)^3},
\qquad
V=\frac{2\pi}{q\varepsilon_s}\left(H+rP^2\right).\tag{11}
$$

### The response of the electrons

Let $\bar\phi_{\mathbf q}$ be the total potential averaged over depth. It changes the electron energy by $-\bar\phi_{\mathbf q}$ and mixes states $\mathbf k$ and $\mathbf k+\mathbf q$ of energy $E_k=k^2/2m$. First-order perturbation theory gives $\delta n_{\mathbf q}=\Pi\bar\phi_{\mathbf q}$ with

$$
\Pi=\frac{g}{4\pi^2}\int d^2k\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}}
=\frac{g}{2\pi^2}\,\mathrm{P}\!\!\int d^2k\,\frac{2m f_{\mathbf k}}{q^2+2kq\cos\theta}.
$$

Here $f$ is the Fermi function, $g$ is the number of spins times valleys, and the second form follows from relabelling $\mathbf k\to-\mathbf k-\mathbf q$ in the second term. The angular integral of $1/(q^2+2kq\cos\theta)$ is $2\pi/(q\sqrt{q^2-4k^2})$ for $2k<q$. For $2k>q$ the square root is imaginary, and the principal value, its real part, is zero. Hence

$$
\Pi=\frac{2gm}{\pi}\int_0^{q/2}\frac{k f\,dk}{q\sqrt{q^2-4k^2}} .
$$

Substitute $u=\sqrt{1-4k^2/q^2}$, for which $k\,dk=-q^2u\,du/4$:

$$
\Pi(q)=D\int_0^1du\,f\!\left(\frac{q^2(1-u^2)}{8m}\right),\qquad D=\frac{gm}{2\pi}.\tag{12}
$$

$D$ is the density of states. Added electrons are negative and lower the potential by $V\delta n$, so

$$
\bar\phi_{\mathbf q}=FTP\,h_{\mathbf q}-V\Pi\bar\phi_{\mathbf q}
\quad\Rightarrow\quad
\bar\phi_{\mathbf q}=\frac{FTP}{1+\Pi V}h_{\mathbf q}=M(q)h_{\mathbf q}.
$$

This is (1). A direct numerical solution of Poisson's equation, with the induced charge included, agreed with it to within 0.2% of its value at 0.4 and 1.6 Fermi wavevectors for the same example.

### What oxide permittivity and thickness do

Equation (10) gives $1+r=2\varepsilon_ss/L$. Splitting $H+rP^2$ into $(H-P^2)+(1+r)P^2$ yields

$$
V=V_w+\frac{4\pi P^2s}{qL},\qquad V_w=\frac{2\pi}{q\varepsilon_s}(H-P^2),
$$

and, with (3) and (5),

$$
M=\frac{4\pi NP}{(1+\Pi V_w)(\varepsilon_{ox}c+\varepsilon_ss)+4\pi\Pi P^2s/q}.\tag{13}
$$

At fixed charge and thickness, $\varepsilon_{ox}$ enters through a single term of the denominator. It drops out when the last term dominates. That requires strong screening and also a small $V_w$, that is, a thin electron layer, because the part $\Pi V_w\varepsilon_{ox}c$ grows with the screening too.

For $q\to0$, $H-P^2\to33x/8$, and (13) becomes

$$
M_0=\frac{F}{1+\Pi_0\left[4\pi t/\varepsilon_{ox}+33\pi/(4\varepsilon_sb)\right]},\qquad \Pi_0=\Pi(0).\tag{14}
$$

The same number follows from a capacitor of uniform thickness. Let $\mu$ be the chemical potential measured from the subband edge. Constant gate voltage fixes the sum $\mu+4\pi Nt/\varepsilon_{ox}+33\pi n/(4\varepsilon_sb)$, apart from constants. Change $t$ by $-h$ and use $\delta n=\Pi_0\delta\mu$; the result is $\delta\mu=M_0h$. The nonlinear balance, solved for thickness changes of $\pm0.1\%$ with $b$ fixed, agreed with (14) to within 0.2%. Long-wave scattering is thus the local shift of the subband edge at constant gate potential.

## II. Derivation from the gate's image charge, comparison and mobility

### Symbols carried over

The oxide has mean thickness $t$, and its gate surface is displaced by $h$ toward the channel. $N=n+N_d$ is the sum of electron and depletion densities, and $F=4\pi N/\varepsilon_{ox}$ is the oxide field. With $c=\cosh qt$, $s=\sinh qt$ and $L=\varepsilon_{ox}c+\varepsilon_ss$, part I found the transfer factor $T=\varepsilon_{ox}/L$. The depth average is $P=(1+q/b)^{-3}$, where $3/b$ is the mean electron depth. The interaction $V$ and response $\Pi$ are given by (11) and (12), and the screened coupling is $M=FTP/(1+\Pi V)$. The second derivation obtains this coupling without using the displaced boundary condition to find the potential in the channel.

### Energy released when the gate moves

Measure the potential from the gate, $\Phi=\phi-V_g$. For a given charge density $\rho$ in the silicon, consider

$$
W=\int\rho\,\Phi\,d^3r-\frac1{8\pi}\int\varepsilon|\nabla\Phi|^2d^3r,\qquad \Phi=0\ \text{on the gate}.\tag{15}
$$

A variation of $\Phi$ that vanishes on the gate leaves $W$ stationary when Poisson's equation holds. The derivative of $W$ with respect to $\rho$ is therefore $\Phi$, so $W$ is the energy that acts on the charges while the gate is held at constant potential.

Now displace the gate surface at fixed $\rho$. The potential changes by $\Phi_1$, and a layer of height $h$ is removed from the second integral. With $E_s$ the normal field at the mean gate surface,

$$
\delta W=\int\rho\,\Phi_1-\frac1{4\pi}\int\varepsilon\nabla\Phi\cdot\nabla\Phi_1+\frac{\varepsilon_{ox}}{8\pi}\int h\,E_s^2\,d^2r .
$$

Integrate the middle term by parts. Its volume part is $-\int\rho\Phi_1$ and cancels the first term. The outward normal of the oxide at the gate is $-\hat z$, so the surface part is $(\varepsilon_{ox}/4\pi)\int\Phi_1\partial_z\Phi$. The new surface must also have zero potential, so $\Phi_1=-h\,\partial_z\Phi$ on the old one, and this part equals $-(\varepsilon_{ox}/4\pi)\int hE_s^2$. The sum is

$$
\delta W=-\frac{\varepsilon_{ox}}{8\pi}\int h(\mathbf r)E_s^2(\mathbf r)\,d^2r .\tag{16}
$$

The energy falls by the work of the electric stress that pulls the gate toward the channel.

### Coupling through the image charge

Add one electron at $(\mathbf r',z')$. It raises the field at the gate and induces a positive surface charge $\sigma_1=\varepsilon_{ox}\delta E_s/4\pi$. The change of (16) linear in $\delta E_s$, with the mean field $F$ as the other factor, is the electron's roughness energy:

$$
U_1(\mathbf r',z')=-F\int h(\mathbf r)\,\sigma_1(\mathbf r-\mathbf r';z')\,d^2r .\tag{17}
$$

The electron averages the gate displacement over its own image charge. An electron far from the gate has a broad image charge and cannot resolve short waves.

To find $\sigma_1$, reverse the sign of the potential (9), because the electron is negative. In the oxide write the result as $-a\sinh q(z+t)$. Continuity at $z=0$ and $1+r=2\varepsilon_ss/L$ give

$$
a\,s=\frac{2\pi}{q\varepsilon_s}(1+r)e^{-qz'}=\frac{4\pi s}{qL}e^{-qz'}
\quad\Rightarrow\quad a=\frac{4\pi}{qL}e^{-qz'} .
$$

The field at the gate is $-\partial_z\Phi=aq$, so

$$
\sigma_1(q;z')=\frac{\varepsilon_{ox}}{4\pi}aq=\frac{\varepsilon_{ox}}{L}e^{-qz'}=T(q)e^{-qz'} .\tag{18}
$$

For $q\to0$ the total image charge is one, as Gauss's law requires. Averaging over depth gives the unscreened energy $-FTP\,h_{\mathbf q}$, as in part I.

The displaced equipotential and the gate's image charge give the same unscreened energy, $-FTP\,h_{\mathbf q}$, and the first route has also given the screened coupling (1). It remains to include screening in the second route, compare the assumptions of the two, and calculate the mobility with its limits.
